# Quadrupole splittings of octahedral MA4B2 and MA3B3 isomers from additive field gradients

## The question

A metal atom M is bonded to six ligands of two kinds, A and B, lying on the axes ±x, ±y and ±z of a regular octahedron. The Mössbauer transition of M connects a ground state of spin 1/2 with an excited state of spin 3/2, as in ⁵⁷Fe. The electric field gradient at the nucleus is \(V_{ij}=\partial_i\partial_j\phi\), where \(\phi\) is the electrostatic potential. Only its traceless part matters here, since an isotropic part shifts levels without splitting them.

Energies are quoted as Doppler velocities, that is, multiplied by \(c/E_\gamma\), where \(E_\gamma\) is the transition energy. The field gradient is accordingly replaced by

\[
P_{ij}=\frac{c}{E_\gamma}\,\frac{eQ}{2}\,V_{ij},
\]

where \(e>0\) is the elementary charge and \(Q\) the quadrupole moment of the excited state.

Assume the following model:

- The field gradient is a sum of one contribution per ligand, each axially symmetric about its bond.
- The contribution of a given ligand is the same in every isomer.
- The nonbonding electrons of M form a shell of cubic symmetry, such as the filled \(t_{2g}\) shell of low-spin \(d^6\), and contribute nothing.
- Charges outside the complex are neglected.

Parts (a) to (g) follow, each with its model answer.

## (a) The contribution of one ligand

**Question.** Find the field gradient of a point charge at distance \(R\) in the direction of the unit vector \(\mathbf n\). Show that every traceless contribution with axial symmetry about \(\mathbf n\) has the same form.

**Answer.** Let the charge be \(q\) and put \(\boldsymbol\rho=\mathbf r-R\mathbf n\). The first derivative of \(1/\rho\) is \(-\rho_j/\rho^3\). Differentiating again gives

\[
\partial_i\partial_j\frac1\rho=-\frac{\delta_{ij}}{\rho^3}+\frac{3\rho_i\rho_j}{\rho^5}.
\]

At the nucleus \(\mathbf r=0\), so \(\boldsymbol\rho=-R\mathbf n\). The two minus signs in \(\rho_i\rho_j\) cancel, and

\[
V_{ij}=\frac{q}{4\pi\varepsilon_0R^3}\,(3n_in_j-\delta_{ij}).
\]

Now take any symmetric traceless tensor that is unchanged by rotations about \(\mathbf n\), and let \(\mathbf n\) be the third axis. A half turn reverses the sign of the 13 and 23 elements, which must therefore vanish. A quarter turn reverses the sign of the 12 element and exchanges the 11 and 22 elements, so the former vanishes and the latter two are equal. Zero trace then leaves \(\mathrm{diag}(-1,-1,2)\) times a number, which is again a multiple of \(3n_in_j-\delta_{ij}\).

The result therefore does not require real ligands to be point charges. One number per ligand, the partial quadrupole splitting \([L]\) in mm/s, is enough:

\[
P_{ij}=\sum_{L}[L]\,(3n_in_j-\delta_{ij}).
\tag{1}
\]

The component along the bond of a single ligand is \(2[L]\).

## (b) The two isomers of \(\mathrm{MA_4B_2}\)

**Question.** Show that \(P\) depends on the ligands only through \(\delta=[B]-[A]\). Find \(P\) for the trans isomer, with B on ±z, and for the cis isomer, with B on +x and +y.

**Answer.** A ligand on axis \(k\), on either side, has \(n_in_j=\delta_{ik}\delta_{jk}\). Hence \(P\) is diagonal. Let \(s_i\) be the sum of the two values \([L]\) on axis \(i\), and let \(S=s_x+s_y+s_z\). Equation (1) becomes

\[
P_{ii}=3s_i-S.
\tag{2}
\]

If a constant \(k\) is added to every \([L]\), then \(s_i\) grows by \(2k\) and \(S\) by \(6k\), so \(P_{ii}\) changes by \(6k-6k=0\). Choosing \(k=-[A]\) replaces \([A]\) by 0 and \([B]\) by \(\delta\). Six equal ligands produce no field gradient, and what remains is the effect of the substitutions.

For the trans isomer \(s=(0,0,2\delta)\) and \(S=2\delta\), so

\[
P^{\rm trans}=\mathrm{diag}(-2\delta,\,-2\delta,\,4\delta).
\]

For the cis isomer \(s=(\delta,\delta,0)\) and again \(S=2\delta\), so

\[
P^{\rm cis}=\mathrm{diag}(\delta,\,\delta,\,-2\delta).
\]

Both tensors are axial about z. In the cis isomer this axis is the A–M–A line perpendicular to the plane of M and the two B ligands.

The change of sign has a simple geometrical origin. One ligand on each of the axes x, y and z would give a zero sum, because \(\sum_k(3\delta_{ik}\delta_{jk}-\delta_{ij})=3\delta_{ij}-3\delta_{ij}=0\). Two ligands on x and y therefore act like minus one ligand on z. Two ligands on ±z act like plus two.

## (c) From the field gradient to the splitting

**Question.** Derive the splitting of the spin-3/2 level for a general asymmetry. For an axial tensor define the signed splitting as the energy of the \(m=\pm3/2\) doublet minus that of the \(m=\pm1/2\) doublet, with \(m\) referred to the symmetry axis. Find the ratio of the signed splittings of the trans and cis isomers.

**Answer.** The second-order term in the expansion of the electrostatic energy of the nuclear charge is \(\tfrac16\sum_{ij}V_{ij}\hat Q_{ij}\), where \(\hat Q_{ij}\) is the traceless quadrupole operator. Within a level of spin \(I\), the Wigner–Eckart theorem makes it proportional to the traceless symmetric tensor built from the spin:

\[
\hat Q_{ij}=C\left[\tfrac32(I_iI_j+I_jI_i)-\delta_{ij}I(I+1)\right].
\]

The moment \(Q\) is defined by \(\langle I,I|\hat Q_{zz}|I,I\rangle=eQ\). The bracket has the value \(3I^2-I(I+1)=I(2I-1)\) in this state, so \(C=eQ/[I(2I-1)]\). Since \(V\) is symmetric and traceless, the \(\delta_{ij}\) term drops out and

\[
H=\frac{eQ}{2I(2I-1)}\sum_{ij}V_{ij}I_iI_j .
\]

For \(I=3/2\) the prefactor is \(eQ/6\). In velocity units \(eQV_{ij}\) becomes \(2P_{ij}\), and

\[
H=\frac13\sum_{ij}P_{ij}I_iI_j .
\tag{3}
\]

The ground state is not split: for spin 1/2, \(I_iI_j+I_jI_i=\tfrac12\delta_{ij}\), from which no traceless tensor can be formed.

Choose principal axes with \(|P_{zz}|\ge|P_{yy}|\ge|P_{xx}|\) and define \(\eta=(P_{xx}-P_{yy})/P_{zz}\). Together with zero trace this gives

\[
P_{xx}=-\tfrac12P_{zz}(1-\eta),\qquad P_{yy}=-\tfrac12P_{zz}(1+\eta).
\]

Insert these in (3), and use \(I_x^2+I_y^2=\tfrac{15}4-I_z^2\) and \(I_x^2-I_y^2=\tfrac12(I_+^2+I_-^2)\):

\[
H=\frac{P_{zz}}6\left[3I_z^2-\frac{15}4+\frac\eta2\,(I_+^2+I_-^2)\right].
\]

The first two terms in the bracket give \(+3\) for \(m=\pm3/2\) and \(-3\) for \(m=\pm1/2\). The last term couples \(-1/2\) to \(3/2\), and \(1/2\) to \(-3/2\). Since \(I_+|{-\tfrac12}\rangle=2|\tfrac12\rangle\) and \(I_+|\tfrac12\rangle=\sqrt3\,|\tfrac32\rangle\), the matrix element is \(\tfrac\eta2\cdot2\sqrt3=\sqrt3\,\eta\). The second pair gives the same value. Each pair thus has the matrix

\[
\frac{P_{zz}}6\begin{pmatrix}3&\sqrt3\,\eta\\ \sqrt3\,\eta&-3\end{pmatrix},
\]

with eigenvalues \(\pm\tfrac16P_{zz}\sqrt{9+3\eta^2}=\pm\tfrac12P_{zz}\sqrt{1+\eta^2/3}\). The level splits into two doublets separated by

\[
\Delta=|P_{zz}|\sqrt{1+\frac{\eta^2}3}.
\tag{4}
\]

For \(\eta=0\) the states have definite \(m\). The \(\pm3/2\) doublet lies at \(+P_{zz}/2\) and the \(\pm1/2\) doublet at \(-P_{zz}/2\), so the signed splitting is \(P_{zz}\). With the tensors of part (b),

\[
\Delta_{\rm trans}=4\delta,\qquad \Delta_{\rm cis}=-2\delta,\qquad
\Delta_{\rm trans}:\Delta_{\rm cis}=2:-1 .
\]

The ratio is independent of the ligands as long as \(\delta\ne0\).

## (d) The two isomers of \(\mathrm{MA_3B_3}\)

**Question.** Treat the fac isomer, with B on +x, +y and +z, and the mer isomer, with B on ±x and +y. Does the mer splitting have a sign?

**Answer.** As in part (b), replace \([A]\) by 0 and \([B]\) by \(\delta\). Now \(S=3\delta\) for both isomers.

In the fac isomer every axis carries one B, so \(s=(\delta,\delta,\delta)\) and \(P_{ii}=3\delta-3\delta=0\). There is no splitting, and \(\eta\) is undefined.

In the mer isomer \(s=(2\delta,\delta,0)\), and (2) gives

\[
P^{\rm mer}=\mathrm{diag}(3\delta,\,0,\,-3\delta).
\]

The smallest component, zero, belongs to the principal x axis. The other two are equal in magnitude and opposite in sign, so either may be called \(P_{zz}\), and then \(P_{yy}=-P_{zz}\). Both choices give \(\eta=(0+P_{zz})/P_{zz}=1\). From (4),

\[
\Delta_{\rm mer}=3|\delta|\sqrt{\tfrac43}=2\sqrt3\,|\delta| .
\]

The sign of \(P_{zz}\) has no meaning here, because it depends on which of two equivalent labels is chosen. Changing the sign of \(\delta\) has the same effect on \(P^{\rm mer}\) as a quarter turn about the y axis. A random powder therefore cannot show the sign of \(\delta\). A crystal of known orientation can: viewed along the B–M–B axis, its two lines are unequal and exchange strengths when \(\delta\) changes sign.

The magnitudes for trans, cis, mer and fac are therefore in the ratio \(2:1:\sqrt3:0\).

## (e) What the minus sign means in a spectrum

**Question.** Two samples have no magnetic field at the nucleus and are thin absorbers of unpolarized radiation, with a recoil-free fraction independent of direction. One is a random powder. The other is a crystal in which all complexes have parallel symmetry axes, viewed along that axis. Which of them reveals the sign of an axial splitting? The transition is magnetic dipole (M1).

**Answer.** The sign tells which doublet lies higher, so it can be read only if the two lines can be told apart.

In the powder, average over the direction \(\mathbf k\) of the radiation. Its magnetic field is perpendicular to \(\mathbf k\), so the strength for an excited state \(|u\rangle\) contains the factor \(\delta_{ab}-k_ak_b\), whose average is \(\tfrac23\delta_{ab}\). The strength becomes

\[
\tfrac23\,\langle u|\sum_{g,a}T_a|g\rangle\langle g|T_a^\dagger|u\rangle ,
\]

where \(T_a\) are the Cartesian components of the M1 operator and \(g\) runs over the two equally populated ground states. The operator between the outer states is a rotational scalar, and within a single spin-3/2 level it is a multiple of the identity. All four excited states, and hence both doublets, have equal strength. This holds for any \(\eta\). The powder spectrum gives the magnitude of the splitting and not its sign.

In the crystal, radiation travelling along the symmetry axis has its magnetic field perpendicular to that axis, so it changes \(m\) by \(\pm1\). Expand the excited states in products \(|m_g;q\rangle\) of a ground state \(|m_g\rangle\) and a unit angular momentum \(|q\rangle\). The top state is \(|\tfrac32\rangle=|\tfrac12;1\rangle\). Applying the lowering operator to both sides gives

\[
\sqrt3\,|\tfrac12\rangle_{3/2}=|{-\tfrac12};1\rangle+\sqrt2\,|\tfrac12;0\rangle .
\]

The squared coefficient for \(q=\pm1\) is therefore 1 for \(m=3/2\) and \(1/3\) for \(m=1/2\). The states with negative \(m\) give the same values. The line of the \(\pm3/2\) doublet is three times as strong as the other. If it lies at higher energy the splitting is positive, and if it lies at lower energy the splitting is negative.

With \(\delta>0\), the stronger line of a trans crystal is thus the one at higher energy, and that of a cis crystal the one at lower energy. For powders with no magnetic field at the nucleus, the prediction that can be compared with experiment is \(2:1\) in magnitude. An applied magnetic field makes the powder spectrum of an axial tensor asymmetric, and the sign can then be read from a powder as well.

## (f) Numbers

**Question.** Take the round model values \([A]=-0.50\) mm/s and \([B]=-0.20\) mm/s, which stand for no particular ligands. Evaluate the four splittings. For the trans and cis isomers find \(V_{zz}\), taking \(Q=0.16\) barn and \(E_\gamma=14.4\) keV as inputs of the exercise. They are of the size appropriate to ⁵⁷Fe, whose transition energy is about 14 keV, and are not meant as reference data.

**Answer.** The difference is \(\delta=-0.20-(-0.50)=0.30\) mm/s. Then

\[
\begin{aligned}
\Delta_{\rm trans}&=4(0.30)=1.20\ \text{mm/s},\\
\Delta_{\rm cis}&=-2(0.30)=-0.60\ \text{mm/s},\\
\Delta_{\rm mer}&=2\sqrt3\,(0.30)=1.04\ \text{mm/s},\\
\Delta_{\rm fac}&=0 .
\end{aligned}
\]

Solving the definition of \(P\) for the field gradient gives \(V_{zz}=2E_\gamma\Delta/(c\,eQ)\). One barn is \(10^{-28}\) m², and \(E_\gamma/e=14.4\times10^3\) V. For the trans isomer

\[
V_{zz}=\frac{2\,(14.4\times10^3\ \text{V})(1.20\times10^{-3}\ \text{m/s})}{(3.00\times10^8\ \text{m/s})(0.16\times10^{-28}\ \text{m}^2)}
=7.2\times10^{21}\ \text{V/m}^2 .
\]

For the cis isomer the factor \(-\tfrac12\) gives \(-3.6\times10^{21}\) V/m². Because \(Q\) is positive, the signs of \(V_{zz}\) and of the splitting agree.

The numerical check obtains the tensors by differentiating a Coulomb potential, with unequal bond lengths for A and B, and the splittings by diagonalizing the nuclear Hamiltonian. It also confirms (4) for six different ligands, a case with \(\eta=0.158\).

## (g) How secure is the zero of the fac isomer?

**Question.** Starting from the regular fac isomer, move the three B ligands symmetrically about the threefold axis until each B–M–B angle is \(\alpha\), leaving the A ligands in place. Find the splitting for \(\alpha=95^\circ\) with the values of part (f). Is \(\delta\) still sufficient?

**Answer.** Let \(\mathbf u\) be a unit vector along the threefold axis. A rotation by 120° about \(\mathbf u\) leaves \(P\) unchanged, so the vector \(P\mathbf u\) is also unchanged and must lie along \(\mathbf u\). Two unequal principal values perpendicular to \(\mathbf u\) would single out two perpendicular lines, which a 120° rotation does not map onto themselves. These values are therefore equal, \(\eta=0\), and the signed splitting is the component along \(\mathbf u\):

\[
P_{uu}=\sum_L[L]\,(3\cos^2\theta_L-1),
\]

where \(\theta_L\) is the angle between the bond and \(\mathbf u\).

For the A ligands \(\cos^2\theta=1/3\), and they contribute nothing. The three B bonds share an angle \(\theta\) and are separated by 120° in azimuth, so the scalar product of two of them is

\[
\cos\alpha=\cos^2\theta+\sin^2\theta\cos120^\circ=\tfrac12(3\cos^2\theta-1).
\]

Each B ligand therefore contributes \(2[B]\cos\alpha\), and

\[
P_{uu}=6[B]\cos\alpha .
\]

This vanishes at 90°, as it must. At 95°, \(\cos\alpha=-0.087\), and

\[
P_{uu}=6(-0.20)(-0.087)=0.10\ \text{mm/s}.
\]

The zero of the fac isomer is thus not required by its threefold symmetry, which permits an axial field gradient. It follows from additive contributions, each axial about its bond, combined with right angles, and a small observed splitting does not by itself rule out a fac structure.

The difference \(\delta\) is no longer sufficient. Adding \(k\) to every \([L]\) now changes \(P_{uu}\) by \(6k\cos\alpha\), because the six bond tensors no longer sum to zero. The value 0.10 mm/s therefore relies on \([B]=-0.20\) mm/s as an absolute quantity, whereas the results of parts (b) to (d) need only \(\delta\).

The ratio \(2:-1\) rests on the same footing. It can fail if the bond angles depart from 90°, if \([A]\) or \([B]\) differs between the isomers, or if the metal's own shell or the surrounding lattice adds a field gradient. It can also fail at exact right angles if the ligand contributions are not additive or not axial about their bonds. The symmetry of the cis isomer permits a nonzero \(P_{xy}\), and hence \(\eta\ne0\), so its axial tensor in part (b) is a result of the model and not of symmetry.

## Table of computed values

```
Input [A] = -0.50 mm/s
Input [B] = -0.20 mm/s
delta = [B] - [A] = 0.30 mm/s
trans: P_xx, P_yy, P_zz (fixed axes) = -0.600, -0.600, 1.200 mm/s
cis: P_xx, P_yy, P_zz (fixed axes) = 0.300, 0.300, -0.600 mm/s
mer: P_xx, P_yy, P_zz (fixed axes) = 0.900, 0.000, -0.900 mm/s
fac: P_xx, P_yy, P_zz (fixed axes) = 0.000, 0.000, 0.000 mm/s
trans: asymmetry eta = 0.000 (no unit)
cis: asymmetry eta = 0.000 (no unit)
mer: asymmetry eta = 1.000 (no unit)
trans: signed splitting = 1.200 mm/s
cis: signed splitting = -0.600 mm/s
mer: splitting magnitude = 1.039 mm/s
fac: splitting magnitude = 0.000 mm/s
signed ratio trans/cis = -2.000 (no unit)
magnitude ratio mer/cis = 1.732 (no unit)
trans: mean I_z^2 in upper doublet = 2.250 (hbar^2)
trans: high/low line strength, light along z = 3.000 (no unit)
cis: mean I_z^2 in upper doublet = 0.250 (hbar^2)
cis: high/low line strength, light along z = 0.333 (no unit)
trans: high/low line strength, powder = 1.000 (no unit)
cis: high/low line strength, powder = 1.000 (no unit)
mer: high/low line strength, powder = 1.000 (no unit)
six different ligands: eta = 0.158 (no unit)
six different ligands: splitting, diagonalized = 0.9539 mm/s
six different ligands: splitting, formula = 0.9539 mm/s
bent fac: B-M-B angle = 95.0 degrees
bent fac: P along threefold axis = 0.105 mm/s
bent fac: splitting magnitude = 0.105 mm/s
Input Q (iron-57, rounded) = 0.16 barn
Input E_gamma (iron-57, rounded) = 14.4 keV
trans: V_zz = 7.20 10^21 V/m^2
cis: V_zz = -3.60 10^21 V/m^2
```
